# Radial Hartree-Fock equations from a varied energy expression, part 2

We seek the radial functions that make the energy of an atom stationary. The atom has a point nucleus of charge $Z$ and nonrelativistic electrons. Atomic units are used: lengths are in $a_0$ and energies in hartree. The label $a$ stands for a shell $nl$ with $q_a$ electrons and angular momentum $l_a$. Its radial function $P_a(r)$ is real, vanishes at $r=0$ and at infinity, and satisfies $\int_0^\infty P_aP_b\,dr=\delta_{ab}$ for $l_a=l_b$. The energy is

$$
E=\sum_a q_aI(a)+\sum_{a,k}A_{aa}^kF^k(a,a)+\sum_{a<b}\sum_k\left[A_{ab}^kF^k(a,b)+B_{ab}^kG^k(a,b)\right].
\tag{1}
$$

The coefficients $A$ and $B$ are fixed numbers, symmetric in their shell labels. The integrals are

$$
I(a)=\int_0^\infty P_a h_aP_a\,dr,\qquad
h_a=-\frac12\frac{d^2}{dr^2}+\frac{l_a(l_a+1)}{2r^2}-\frac Zr ,
\tag{6}
$$

$$
F^k(a,b)=\int_0^\infty P_a^2\,\frac{Y^k(bb)}r\,dr,\qquad
G^k(a,b)=\int_0^\infty P_aP_b\,\frac{Y^k(ab)}r\,dr .
\tag{10}
$$

Here, with $r_<$ and $r_>$ the smaller and the larger of $r$ and $s$ and $U_k(r,s)=r_<^k/r_>^{k+1}$,

$$
Y^k(ab;r)=r\int_0^\infty U_k(r,s)P_a(s)P_b(s)\,ds .
\tag{8}
$$

The stationary functions satisfy

$$
\left[\frac{d^2}{dr^2}+\frac{2(Z-Y_a)}{r}-\frac{l_a(l_a+1)}{r^2}-\varepsilon_{aa}\right]P_a
=\frac{2}{r}X_a+\sum_{b\ne a}^{l_b=l_a}\varepsilon_{ab}P_b ,
\tag{2}
$$

where the constants $\varepsilon_{aa}$ and $\varepsilon_{ab}$ are the multipliers of the orthonormality conditions, and

$$
Y_a=\frac1{q_a}\left[2\sum_kA_{aa}^kY^k(aa)+\sum_{b\ne a,\,k}A_{ab}^kY^k(bb)\right],
\tag{3}
$$

$$
X_a=\frac1{q_a}\sum_{b\ne a,\,k}B_{ab}^kY^k(ab)P_b.
\tag{4}
$$

For small changes $\delta P_a$ of the functions, the first-order change of the energy is

$$
\delta E=\sum_a2q_a\int_0^\infty\delta P_a\left[h_aP_a+\Phi_a\right]dr,\qquad
\Phi_a=\frac{Y_aP_a+X_a}{r}.
\tag{15}
$$

If $A_{aa}^0=q_a(q_a-1)/2$ and $A_{ab}^0=q_aq_b$, the effective charge $Z-Y_a$ in a neutral atom tends to 1 at large distance.

## Multipliers, energies and the molybdenum atom

The functions $P_a$ are radial functions of shells with occupations $q_a$, orthonormal for equal $l$. The integral $I(a)$ is the expectation value of the one-electron operator $h_a$. The repulsion is expressed by $F^k$ and $G^k$ with fixed coefficients $A$ and $B$, and $Y^k(ab;r)/r$ is the integral of $P_aP_b$ with the kernel $U_k=r_<^k/r_>^{k+1}$. With $\Phi_a=(Y_aP_a+X_a)/r$, where $Y_a$ is the potential function and $X_a$ the exchange function, the stationary equations are

$$
-2(h_aP_a+\Phi_a)=\varepsilon_{aa}P_a+\sum_{b\ne a}^{l_b=l_a}\varepsilon_{ab}P_b,\qquad
q_a\varepsilon_{ab}=q_b\varepsilon_{ba}.
\tag{24}
$$

Multiplying by $P_a$ and integrating removes the off-diagonal terms by orthogonality. Equations (3), (4) and (10) then give

$$
-\frac{\varepsilon_{aa}}2=I(a)+\frac1{q_a}\left[2\sum_kA_{aa}^kF^k(a,a)
+\sum_{b\ne a,\,k}\left(A_{ab}^kF^k(a,b)+B_{ab}^kG^k(a,b)\right)\right].
\tag{25}
$$

The quantity $-\varepsilon_{aa}/2$ is an energy, called the orbital energy. Multiply (25) by $q_a$ and sum over the shells. A term between two different shells then appears twice, once from each member, and a term within a shell appears twice because of its explicit factor 2. If $E_{\rm int}$ denotes all the repulsion terms in $E$,

$$
-\frac12\sum_aq_a\varepsilon_{aa}=\sum_aq_aI(a)+2E_{\rm int}
=2E-\sum_aq_aI(a),
$$

and therefore

$$
E=\frac12\sum_aq_a\left[I(a)-\frac{\varepsilon_{aa}}2\right].
\tag{26}
$$

The total energy is not the sum of the orbital energies, because that sum counts the repulsion twice.

For one electron outside the other shells, $q_a=1$, and the terms with $A_{aa}^k$ add to zero because an electron does not repel itself. The right side of (25) is then the sum of all terms in $E$ that contain $a$. If the electron is removed while the other functions and their coefficients stay the same, the energy rises by $\varepsilon_{aa}/2$. This is a frozen-orbital statement. It leaves out the readjustment of the remaining electrons and the change in correlation energy.

The off-diagonal multipliers have a meaning of their own. For any orthonormal functions, stationary or not, define

$$
\varepsilon_{ab}=-2\int_0^\infty P_b(h_aP_a+\Phi_a)\,dr .
\tag{27}
$$

This agrees with (24) at a stationary point. Now rotate two functions of equal $l$ by a small angle $\theta$, so that $\delta P_a=\theta P_b$ and $\delta P_b=-\theta P_a$. The rotation preserves orthonormality to first order. From (15),

$$
\frac{dE}{d\theta}=2q_a\int P_b(h_aP_a+\Phi_a)\,dr-2q_b\int P_a(h_bP_b+\Phi_b)\,dr
=q_b\varepsilon_{ba}-q_a\varepsilon_{ab}.
\tag{28}
$$

The symmetry of the multipliers therefore states that the energy has no slope under mixing of the two shells.

When the occupations differ, this condition eliminates the one-electron integral from the multiplier. Put $v_{ab}=\int P_b\Phi_a\,dr$ and $h_{ab}=\int P_bh_aP_a\,dr$. Since $l_a=l_b$, $h_{ab}=h_{ba}$, and (27) gives

$$
\varepsilon_{ab}=-2(h_{ab}+v_{ab}),\qquad
\varepsilon_{ba}=-2(h_{ab}+v_{ba}).
$$

Subtract the second from the first and insert $\varepsilon_{ba}=q_a\varepsilon_{ab}/q_b$:

$$
\varepsilon_{ab}\left(1-\frac{q_a}{q_b}\right)=2(v_{ba}-v_{ab}),\qquad
\varepsilon_{ab}=\frac{2q_b(v_{ba}-v_{ab})}{q_b-q_a}.
\tag{29}
$$

Apart from a factor set by the occupations, the multiplier is the difference between the matrix elements of the electron repulsion in the equations of the two shells.

For $q_a=q_b$ formula (29) cannot be used. If both shells are completely filled, the determinant depends on the space spanned by their functions and not on the choice of functions within it. Both functions then feel the same operator, which a rotation leaves unchanged. Its symmetric matrix can be diagonalized by such a rotation, and the multiplier between the shells becomes zero. Equal occupation alone does not permit this. The spatial part of a singlet with one electron in each of two $s$ shells is $(ab+ba)/\sqrt2$. A rotation by $45^\circ$ turns it, up to sign, into $(aa-bb)/\sqrt2$, a different kind of state. The triplet combination $(ab-ba)/\sqrt2$ is unchanged by the rotation.

Neutral molybdenum in the configuration $[{\rm Kr}]4d^5\,5s$, with all six outer spins parallel, has both kinds of pair. In this $^7S$ state every set of orbitals with given $nl$ and given spin is either full or empty, and the wave function is one determinant. Its coefficients can be obtained directly.

Let $n_{a\sigma}$ be the number of electrons of spin $\sigma$ in shell $a$. The repulsion energy of a determinant is half the sum, over ordered pairs of occupied orbitals, of the direct integral minus, for equal spins, the exchange integral. The pairing of an orbital with itself may be included, because its two parts cancel. A full set has a spherical density, since

$$
\sum_m|Y_{lm}|^2=\frac{2l+1}{4\pi}.
$$

In the expansion $1/r_{12}=\sum_kU_kP_k(\cos\gamma)$, where $\gamma$ is the angle between the two position vectors and $P_k$ a Legendre polynomial, a spherical density retains $k=0$ alone. The direct sum for shells $a$ and $b$ is $q_aq_bF^0(a,b)$.

For exchange, the sums over $m$ for the two shells follow from

$$
\sum_mY_{lm}^*(1)Y_{lm}(2)=\frac{2l+1}{4\pi}P_l(\cos\gamma).
$$

One spin thus contributes, for each $k$, the angular factor

$$
\frac{(2l_a+1)(2l_b+1)}{16\pi^2}\,(4\pi)(2\pi)\int_{-1}^1P_{l_a}P_{l_b}P_k\,dx
=(2l_a+1)(2l_b+1)\,t_k,
$$

$$
t_k=\frac12\int_{-1}^1P_{l_a}(x)P_{l_b}(x)P_k(x)\,dx .
\tag{30}
$$

The factor $4\pi$ is the integral over the direction of the first electron, and $2\pi$ that over the azimuth of the second about the first. In a full set $2l+1=n_{a\sigma}$. With $s_{ab}=\sum_\sigma n_{a\sigma}n_{b\sigma}$, and with the factor $\frac12$ compensated by the two orders of a pair when $a\ne b$,

$$
A_{ab}^0=q_aq_b,\qquad B_{ab}^k=-s_{ab}t_k,\qquad
A_{aa}^k=\frac12\left(q_a^2\delta_{k0}-s_{aa}t_k\right).
\tag{31}
$$

For two $d$ shells, $P_2^2=\frac15P_0+\frac27P_2+\frac{18}{35}P_4$. Since $\int P_k^2dx=2/(2k+1)$, $t_k$ is the coefficient of $P_k$ divided by $2k+1$. Hence $t_0=\frac15$ and $t_2=t_4=\frac2{35}$. The five $4d$ electrons have $s_{aa}=25$, and

$$
A_{4d,4d}^0=\frac12\left(25-\frac{25}5\right)=10,\qquad
A_{4d,4d}^2=A_{4d,4d}^4=-\frac{25}{35}=-\frac57 .
$$

The number 10 counts the pairs among five electrons. Between $4d$ and $5s$, $s_{ab}=5$ and $t_2=\frac15$, so $B^2=-1$. For $5s$ itself $A^0=\frac12(1-1)=0$.

The stationary functions were computed on a radial interval of $30\,a_0$, divided into finite elements with polynomials of degree 15 in each, and iterated to self-consistency. The results, in hartree, are as follows; the last digit of $I(5s)$ is uncertain by one unit, $10^{-4}$ hartree.

| shell | $q_a$ | $I(a)$ | $-\varepsilon_{aa}/2$ |
|---|---:|---:|---:|
| 1s | 2 | −881.8306 | −721.2022 |
| 2s | 2 | −218.2119 | −102.8506 |
| 3s | 2 | −90.0416 | −18.5845 |
| 4s | 2 | −39.3872 | −2.7629 |
| 5s | 1 | −12.9004 | −0.2227 |
| 2p | 6 | −217.5837 | −94.4441 |
| 3p | 6 | −88.0490 | −15.2866 |
| 4p | 6 | −36.0439 | −1.7236 |
| 3d | 10 | −84.5137 | −9.2842 |
| 4d | 5 | −25.9356 | −0.3579 |

In (26) the two energies of each shell are added and multiplied by $q_a/2$. The $s$, $p$ and $d$ shells then contribute

$$
E=-2081.433-1359.393-534.723=-3975.549\ \text{hartree}.
$$

Within the rounding of the entries this is the computed total energy, $-3975.55$ hartree or about $-1.0818\times10^5$ eV. It is a nonrelativistic mean-field energy, not an estimate of the measured one. For the $5s$ electron the repulsion, $12.9004-0.2227=12.6777$ hartree, cancels nearly all of the one-electron energy. Removing this electron with the other functions frozen costs 0.2227 hartree, or 6.06 eV.

The multipliers between $5s$ and $4s$, in $a_0^{-2}$, are

$$
\varepsilon_{5s,4s}=-0.05084,\qquad \varepsilon_{4s,5s}=-0.02542 .
$$

Their ratio is 2, as occupations 1 and 2 require. The signs refer to functions chosen positive near the nucleus. The other filled $s$ shells are coupled to $5s$ more weakly; the largest of those multipliers is $\varepsilon_{5s,2s}=-0.0026$. For the $d$ shells $\varepsilon_{4d,3d}=-0.0015$.

The origin of the $5s$-$4s$ multiplier can be traced with operators for the two spins. For a function $f$ of angular momentum $l$, let

$$
{\cal F}_\sigma f=hf+\frac1r\sum_bq_bY^0(bb)f-\frac1r\sum_{b,k}n_{b\sigma}t_kY^k(fb)P_b .
\tag{32}
$$

The sums include every shell, and $t_k$ is formed with $l$ and $l_b$. By (31), $h_aP_a+\Phi_a$ equals ${\cal F}_\uparrow P_{5s}$ for the $5s$ electron, whose spin is up. For the filled $4s$ shell it equals $\frac12({\cal F}_\uparrow+{\cal F}_\downarrow)P_{4s}$. These operators are symmetric, so the difference needed in (29) is

$$
v_{4s,5s}-v_{5s,4s}=\frac12\int P_{5s}({\cal F}_\downarrow-{\cal F}_\uparrow)P_{4s}\,dr\equiv\frac K2 .
$$

The direct terms cancel, and so does exchange with filled shells. What remains is exchange with the unpaired electrons. For $4d$, $n_\uparrow t_2=5\cdot\frac15=1$, and for $5s$, $n_\uparrow t_0=1$, so

$$
K=\int_0^\infty\frac{P_{4s}}r\left[Y^2(5s,4d)P_{4d}+Y^0(5s,5s)P_{5s}\right]dr .
\tag{33}
$$

With $q_{4s}=2$ and $q_{5s}=1$, (29) gives $\varepsilon_{5s,4s}=4\cdot K/2=2K$, hence $K=-0.0254$ hartree. The multiplier is nonzero because the $5s$ function feels the full exchange operator of the unpaired electrons, while the $4s$ shell, averaged over its two spins, feels half of it. The $4d$ term of (33) contributes about $-0.029$ hartree. The $5s$ term, about $+0.003$ hartree, is the self-exchange that cancels the self-repulsion in the $5s$ equation.

The terms of the $5s$ equation can be compared at $r=1.1\,a_0$, where $P_{5s}=-0.17844$, $Y_{5s}=38.190$ and $X_{5s}=0.11737$. The functions $P$ and $X$ are in $a_0^{-1/2}$. The effective charge $Z-Y_{5s}=3.810$ is still well above its limit of 1 at large distance. With $\varepsilon_{5s,5s}=0.44546\,a_0^{-2}$ and the computed second derivative, the left side of (2) is, in $a_0^{-5/2}$,

$$
\begin{aligned}
P''+\frac{2(Z-Y)}rP-\varepsilon_{5s,5s}P
&=1.42462-1.23607+0.07949\\
&=0.26804 .
\end{aligned}
$$

The centrifugal term is zero for an $s$ function. The right side is

$$
\frac{2X}r+\sum_{b\ne5s}\varepsilon_{5s,b}P_b=0.21340+0.05464=0.26804 .
$$

The off-diagonal multipliers supply about 20 percent of the right side at this radius. Without them these functions would not satisfy the equation.

If the multipliers are simply dropped, the solution is no longer orthogonal to the inner shells. Keep ${\cal F}_\uparrow$ fixed as built from the converged functions, and let $\chi$ be its fifth normalized $s$ eigenfunction, with eigenvalue $e$. The fixed operator keeps the direct and exchange terms built from the converged $P_{5s}$, which cancel when acting on $P_{5s}$ but not on other functions, so the overlap found below belongs to this way of freezing the fields. To estimate the size of the overlap, only the product of ${\cal F}_\uparrow P_{4s}$ with $\chi$ is needed. Since $\chi$ is close to $P_{5s}$, the parts of ${\cal F}_\uparrow P_{4s}$ along functions other than $P_{4s}$ and $P_{5s}$ contribute little to this product, although they are not small compared with the part along $P_{5s}$. For this purpose one may write

$$
{\cal F}_\uparrow P_{4s}\simeq e_{4s}P_{4s}+gP_{5s},\qquad
g=\int P_{5s}{\cal F}_\uparrow P_{4s}\,dr=-\frac{\varepsilon_{5s,4s}}2=0.0254 .
$$

Taking the product with $\chi$ and using ${\cal F}_\uparrow\chi=e\chi$ gives

$$
(e-e_{4s})\int P_{4s}\chi\,dr\simeq g\int P_{5s}\chi\,dr .
$$

With the last integral close to one in magnitude, $e\simeq-0.2225$ and $e_{4s}\simeq-2.7629$ hartree, the overlap is about $0.0254/2.540=0.0100$. The eigenfunction computed on the same radial elements has an overlap of magnitude 0.0095 with $4s$. The estimate is about 5 percent larger than this value because it uses the spin-averaged $4s$ energy. The diagonal element of ${\cal F}_\uparrow$ for $P_{4s}$ is about $-2.8861$ hartree, and with it the estimate becomes $0.0254/2.664=0.0095$.

The loss of orthogonality is small here, but it changes the problem being solved. The coefficients in (1) were derived for orthonormal orbitals. With overlapping functions of equal $l$, the energy of the state would contain overlap integrals, and (1) would no longer be its expectation value. The multipliers $\varepsilon_{ab}$ keep the radial functions within the set for which the energy expression was written.
